# Zero-Point Energy and the Barrier for Proton Hopping in an Oxide: a program that tests the result

```python
# Result under test: when a stretch of wavenumber nu_s becomes the reaction
# coordinate at a saddle and all other modes keep their wavenumbers, the
# harmonic zero-point energy lowers the barrier by h*c*nu_s/2.
# Units: eV, nm, K, cm^-1. The hydrogen atom moves in a rigid lattice.
# kin = hbar^2/(2m) in eV nm^2; a mode of quantum q has spring q^2/(2 kin).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson

ev_per_cm = sc.h * sc.c * 100 / sc.e
k_b = sc.k / sc.e
mass = sc.m_p + sc.m_e
kin = sc.hbar**2 / (2 * mass) / sc.e * 1e18

nu_stretch, nu_saddle = 3400.0, 1000.0
bends = np.array([900.0, 700.0])
barrier = 1.0
bend_stiffening = 200.0
site_spread = 200.0
morse_anharm = 85.0
temperatures = (600.0, 300.0)


def spring(nu):
    return (nu * ev_per_cm)**2 / (2 * kin)


curv_ratio = (nu_saddle / nu_stretch)**2
shape = (4 - 8 * curv_ratio) / (2 + 8 * curv_ratio)


def half_hop(height):
    return np.sqrt(8 * height * (1 + shape) / spring(nu_stretch))


def path_potential(x, height):
    u2 = (x / half_hop(height))**2
    return height * (1 - u2)**2 * (1 + shape * u2)


# Three-dimensional surface, rotated so that no axis is a normal mode
rotation, _ = np.linalg.qr(np.array([[1., 2., 0.5], [0.3, 1., -1.], [2., -1., 1.]]))


def surface(r, stiffening):
    q = rotation.T @ r
    near_saddle = (1 - (q[0] / half_hop(barrier))**2)**2
    springs = spring(bends) + near_saddle * (spring(bends + stiffening) - spring(bends))
    return path_potential(q[0], barrier) + 0.5 * np.sum(springs * q[1:]**2)


def normal_modes(point, stiffening):
    """Signed wavenumbers from finite differences; negative means imaginary."""
    d = 1e-4
    e = np.eye(3) * d
    f = lambda r: surface(r, stiffening)
    gradient = np.array([(f(point + v) - f(point - v)) / (2 * d) for v in e])
    # central-difference truncation leaves a small gradient at the minimum
    assert np.max(np.abs(gradient)) < 0.01
    hess = np.array([[(f(point + v + w) - f(point + v - w) - f(point - v + w)
                       + f(point - v - w)) / (4 * d * d) for w in e] for v in e])
    lam = np.linalg.eigvalsh(hess)
    return np.sign(lam) * np.sqrt(2 * kin * np.abs(lam)) / ev_per_cm


def zero_point(modes):
    return 0.5 * ev_per_cm * np.sum(modes[modes > 0])


minimum = rotation @ np.array([-half_hop(barrier), 0., 0.])
saddle = np.zeros(3)
modes_min = normal_modes(minimum, 0.0)
modes_sad = normal_modes(saddle, 0.0)
assert np.all(modes_min > 0) and np.sum(modes_sad < 0) == 1
zpe_min, zpe_sad = zero_point(modes_min), zero_point(modes_sad)
quantum = nu_stretch * ev_per_cm
lowering = quantum / 2
assert abs((zpe_min - zpe_sad) - lowering) < 1e-4
assert abs(lowering - 0.21) < 0.005

# Bends that stiffen at the saddle give back half a quantum of the change each
lowering_stiff = (zero_point(normal_modes(minimum, bend_stiffening))
                  - zero_point(normal_modes(saddle, bend_stiffening)))
give_back = len(bends) * bend_stiffening * ev_per_cm / 2
assert abs(lowering - lowering_stiff - give_back) < 1e-4


def levels(potential, left, right, n):
    """Bound levels by a sinc-function grid."""
    x = np.linspace(left, right, n)
    dx = x[1] - x[0]
    i = np.arange(n)
    diff = i[:, None] - i[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(diff) / safe**2)
    return np.linalg.eigvalsh(kin / dx**2 * kinetic + np.diag(potential(x)))


def well_levels(height):
    edge = half_hop(height) + 0.07
    return levels(lambda x: path_potential(x, height), -edge, edge, 320)


well = well_levels(barrier)
ground = well[:2].mean()
fundamental = (well[2:4].mean() - ground) / ev_per_cm
anharm_shift = ground - lowering
assert abs(anharm_shift) < 0.02
# At fixed curvatures the anharmonic error must fall as 1/height
error_4 = well_levels(4.0)[:2].mean() - lowering
error_16 = well_levels(16.0)[:2].mean() - lowering
assert abs(error_16) < 0.001 and 3.4 < error_4 / error_16 < 5.0

# A measured fundamental of a Morse bond: ZPE = nu/2 + 3/4 of the anharmonicity
omega_e = nu_stretch + 2 * morse_anharm
depth = omega_e**2 / (4 * morse_anharm) * ev_per_cm
decay = np.sqrt(spring(omega_e) / (2 * depth))
morse = levels(lambda x: depth * (1 - np.exp(-decay * x))**2, -0.06, 0.14, 240)
assert abs((morse[1] - morse[0]) / ev_per_cm - nu_stretch) < 0.5
morse_formula = (nu_stretch / 2 + 0.75 * morse_anharm) * ev_per_cm
assert abs(morse[0] - morse_formula) < 1e-4


def partition_functions(temp):
    """Stretch: sum over quantum levels, and classical phase-space integral."""
    kt = k_b * temp
    q_quantum = np.sum(np.exp(-(np.arange(400) + 0.5) * quantum / kt))
    sx, sq = np.sqrt(kt / spring(nu_stretch)), np.sqrt(kt / (2 * kin))
    ix = quad(lambda x: np.exp(-spring(nu_stretch) * x * x / (2 * kt)), -9*sx, 9*sx)[0]
    iq = quad(lambda q: np.exp(-kin * q * q / kt), -9 * sq, 9 * sq)[0]
    return q_quantum, ix * iq / (2 * np.pi)


def log_gain(temp):
    q_quantum, q_classical = partition_functions(temp)
    return np.log(q_classical / q_quantum)


def transmission(potential, energies, edge, n=4000):
    """Scattering through a barrier that vanishes at +-edge (Numerov)."""
    x = np.linspace(-edge, edge, n)
    dx = x[1] - x[0]
    v = potential(x)
    k = np.sqrt(energies / kin)
    weight = lambda j: 1 - dx**2 * (v[j] - energies) / (12 * kin)
    later, now = np.exp(1j * k * x[-1]), np.exp(1j * k * x[-2])
    for j in range(n - 2, 0, -1):
        before = ((12 - 10 * weight(j)) * now - weight(j + 1) * later) / weight(j - 1)
        later, now = now, before
    incoming = ((now * np.exp(-1j * k * x[1]) - later * np.exp(-1j * k * x[0]))
                / (-2j * np.sin(k * dx)))
    return 1 / np.abs(incoming)**2


# Test of the scattering routine on the Eckart barrier, solved in closed form
width = np.sqrt(2 * barrier / spring(nu_saddle))
test_e = np.array([0.3, 0.6, 0.9, 1.1])
numeric = transmission(lambda x: barrier / np.cosh(x / width)**2, test_e, 11 * width)
s2 = np.sinh(np.pi * width * np.sqrt(test_e / kin))**2
c2 = np.cosh(np.pi / 2 * np.sqrt(4 * barrier * width**2 / kin - 1))**2
assert np.allclose(numeric, s2 / (s2 + c2), rtol=0.01)


def hop_barrier(x):
    return np.where(np.abs(x) < half_hop(barrier), path_potential(x, barrier), 0.0)


def tunnelling(temp):
    """Thermal transmission factor and share of the flow below the barrier top."""
    kt = k_b * temp
    below = np.linspace(ground, barrier, 501)
    above = np.linspace(barrier, barrier + 25 * kt, 501)
    parts = []
    for e in (below, above):
        t = transmission(hop_barrier, e, 1.1 * half_hop(barrier))
        parts.append(simpson(t * np.exp((barrier - e) / kt), x=e) / kt)
    return sum(parts), parts[0] / sum(parts)


print(f"Stretch wavenumber: {nu_stretch:.0f} cm^-1")
print(f"Stretch quantum: {quantum:.4f} eV")
print(f"Zero-point lowering of barrier: {lowering:.4f} eV")
print(f"Bend wavenumbers: {bends[0]:.0f} and {bends[1]:.0f} cm^-1")
print(f"Saddle wavenumber from Hessian: {-modes_sad.min():.1f}i cm^-1")
print(f"Zero-point energy at minimum: {zpe_min:.4f} eV")
print(f"Zero-point energy at saddle: {zpe_sad:.4f} eV")
print(f"Difference from Hessians: {zpe_min - zpe_sad:.4f} eV")
print(f"Classical barrier: {barrier:.3f} eV")
print(f"Zero-point corrected barrier: {barrier - lowering:.3f} eV")
print(f"Hop length between minima: {2 * half_hop(barrier):.3f} nm")
print(f"Path shape constant c: {shape:.3f} (no unit)")
print(f"True ground level in double well: {ground:.4f} eV")
print(f"Its shift from harmonic value: {1000 * anharm_shift:.1f} meV")
print(f"Same shift, 4 eV barrier: {1000 * error_4:.2f} meV")
print(f"Same shift, 16 eV barrier: {1000 * error_16:.2f} meV")
print(f"Fundamental in double well: {fundamental:.0f} cm^-1")
print(f"Morse anharmonicity (rough): {morse_anharm:.0f} cm^-1")
print(f"Morse ZPE if 3400 is the fundamental: {morse[0]:.4f} eV")
print(f"Assumed stiffening of each bend: {bend_stiffening:.0f} cm^-1")
print(f"Lowering given back by both bends: {give_back:.4f} eV")
print(f"Lowering with stiffened bends: {lowering_stiff:.4f} eV")
print(f"Assumed site spread of stretch: {site_spread:.0f} cm^-1")
print(f"Resulting spread of lowering: {site_spread * ev_per_cm / 2:.4f} eV")

for temp in temperatures:
    kt = k_b * temp
    x = quantum / kt
    q_quantum, q_classical = partition_functions(temp)
    gain = q_classical / q_quantum
    assert abs(gain / (2 * np.sinh(x / 2) / x) - 1) < 1e-6
    attempt = kt * sc.e / sc.h
    assert abs(attempt / q_classical / (nu_stretch * 100 * sc.c) - 1) < 1e-6
    # Arrhenius slope is -d ln(rate)/d(1/kT) = kT^2 d ln(rate)/dT (k_b once)
    dt = 0.5
    slope_drop = -k_b * temp**2 * (log_gain(temp + dt) - log_gain(temp - dt)) / (2 * dt)
    slope_drop = -slope_drop if slope_drop < 0 else slope_drop
    assert abs(slope_drop - (lowering / np.tanh(x / 2) - kt)) < 1e-4
    boltzmann = np.exp(-barrier / kt)
    factor, share = tunnelling(temp)
    assert factor > 1
    print(f"{temp:.0f} K: kT: {kt:.4f} eV")
    print(f"{temp:.0f} K: quantum/kT: {x:.2f} (no unit)")
    print(f"{temp:.0f} K: exp(lowering/kT): {np.exp(lowering / kt):.3g} (no unit)")
    print(f"{temp:.0f} K: rate gain over classical: {gain:.3g} (no unit)")
    print(f"{temp:.0f} K: drop of Arrhenius slope: {slope_drop:.4f} eV")
    print(f"{temp:.0f} K: classical hop rate: {attempt / q_classical * boltzmann:.2e} s^-1")
    print(f"{temp:.0f} K: hop rate with ZPE: {attempt / q_quantum * boltzmann:.2e} s^-1")
    print(f"{temp:.0f} K: tunnelling factor: {factor:.3g} (no unit)")
    print(f"{temp:.0f} K: kT ln(tunnelling factor): {kt * np.log(factor):.4f} eV")
    print(f"{temp:.0f} K: flow below barrier top: {100 * share:.0f} percent")

print("success")
```

Printed output:

```
Stretch wavenumber: 3400 cm^-1
Stretch quantum: 0.4215 eV
Zero-point lowering of barrier: 0.2108 eV
Bend wavenumbers: 900 and 700 cm^-1
Saddle wavenumber from Hessian: 1000.0i cm^-1
Zero-point energy at minimum: 0.3100 eV
Zero-point energy at saddle: 0.0992 eV
Difference from Hessians: 0.2108 eV
Classical barrier: 1.000 eV
Zero-point corrected barrier: 0.789 eV
Hop length between minima: 0.129 nm
Path shape constant c: 1.229 (no unit)
True ground level in double well: 0.2025 eV
Its shift from harmonic value: -8.3 meV
Same shift, 4 eV barrier: -2.02 meV
Same shift, 16 eV barrier: -0.50 meV
Fundamental in double well: 2917 cm^-1
Morse anharmonicity (rough): 85 cm^-1
Morse ZPE if 3400 is the fundamental: 0.2187 eV
Assumed stiffening of each bend: 200 cm^-1
Lowering given back by both bends: 0.0248 eV
Lowering with stiffened bends: 0.1860 eV
Assumed site spread of stretch: 200 cm^-1
Resulting spread of lowering: 0.0124 eV
600 K: kT: 0.0517 eV
600 K: quantum/kT: 8.15 (no unit)
600 K: exp(lowering/kT): 58.9 (no unit)
600 K: rate gain over classical: 7.23 (no unit)
600 K: drop of Arrhenius slope: 0.1592 eV
600 K: classical hop rate: 4.06e+05 s^-1
600 K: hop rate with ZPE: 2.94e+06 s^-1
600 K: tunnelling factor: 1.28 (no unit)
600 K: kT ln(tunnelling factor): 0.0127 eV
600 K: flow below barrier top: 37 percent
300 K: kT: 0.0259 eV
300 K: quantum/kT: 16.31 (no unit)
300 K: exp(lowering/kT): 3.47e+03 (no unit)
300 K: rate gain over classical: 213 (no unit)
300 K: drop of Arrhenius slope: 0.1849 eV
300 K: classical hop rate: 1.62e-03 s^-1
300 K: hop rate with ZPE: 3.45e-01 s^-1
300 K: tunnelling factor: 7.79 (no unit)
300 K: kT ln(tunnelling factor): 0.0531 eV
300 K: flow below barrier top: 91 percent
success
```
